# Switching on an inverse-power repulsion from an ideal gas

Thermodynamic integration obtains the free energy of an interacting fluid by scaling its potential energy from zero to full strength. An ideal gas is a convenient start, because its free energy is known, but its particles may sit on top of one another. This problem works out what those overlaps do to the integrand for a purely repulsive fluid, and how to integrate through them.

Take $N$ classical particles in a periodic box of volume $V$, with density $\rho=N/V$ and $\beta=1/(k_BT)$. At coupling $\lambda$ the potential energy is $\lambda U$, where

$$U=\sum_{i<j}u(r_{ij}),\qquad u(r)=A\,r^{-n},\quad A>0,\quad 0\le\lambda\le1,$$

and $r_{ij}$ is the nearest-image distance. In the algebra, energies are in hartree and lengths in bohr; the example uses eV and angstrom. Unless stated otherwise $n>3$, and the limit $N\to\infty$ at fixed $\rho$ is taken before $\lambda\to0$.

## (a) The integrand and its starting point

**Express the first two derivatives of the free energy through averages of $U$. What happens to the first at $\lambda=0$?**

The momentum integrals do not depend on $\lambda$, so they cancel in the free energy above the ideal gas:

$$F_{ex}(\lambda)=-k_BT\ln\frac{Z_N}{V^N},\qquad Z_N=\int e^{-\beta\lambda U}\,d^{3N}r .$$

For $\lambda>0$ the factor $Ue^{-\beta\lambda U}$ is bounded, so we may differentiate under the integral:

$$\frac{dF_{ex}}{d\lambda}=\frac{\int U e^{-\beta\lambda U}d^{3N}r}{Z_N}=\langle U\rangle_\lambda .$$

A second derivative acts on numerator and denominator:

$$\frac{d^2F_{ex}}{d\lambda^2}=-\beta\left(\langle U^2\rangle_\lambda-\langle U\rangle_\lambda^2\right)\le0 .$$

Hence $F_{ex}$ is concave and the integrand never increases with $\lambda$.

At $\lambda=0$ positions are uniform, and one pair contributes $V^{-1}\int 4\pi r^2Ar^{-n}dr$. Near contact this behaves as $\int r^{2-n}dr$, which diverges for $n\ge3$. An expansion of $F_{ex}$ in integer powers of $\lambda$ therefore fails at first order. Any finite set of random configurations still gives a finite average at $\lambda=0$, but that number does not estimate a finite mean.

## (b) The volume excluded by one pair

**Evaluate $c(\lambda)=\int(1-e^{-\beta\lambda u})\,d^3r$ over all space.**

Put $K=\beta\lambda A$. Integrating by parts,

$$c=4\pi\left[\frac{r^3}{3}\left(1-e^{-Kr^{-n}}\right)\right]_0^\infty+\frac{4\pi nK}{3}\int_0^\infty r^{2-n}e^{-Kr^{-n}}dr .$$

The sign is positive because the derivative of $1-e^{-Kr^{-n}}$ is $-nKr^{-n-1}e^{-Kr^{-n}}$. The boundary term vanishes at $r=0$. At large $r$ it behaves as $Kr^{3-n}/3$, which vanishes if $n>3$.

Now set $t=Kr^{-n}$, so that $r=(K/t)^{1/n}$ and $dr=-\frac1nK^{1/n}t^{-1/n-1}dt$. The minus sign reverses the limits, and

$$\int_0^\infty r^{2-n}e^{-Kr^{-n}}dr=\frac{K^{3/n-1}}{n}\int_0^\infty t^{-3/n}e^{-t}dt=\frac{K^{3/n-1}}{n}\,\Gamma\!\left(1-\frac3n\right).$$

Therefore

$$c=2B_2,\qquad B_2(\lambda)=\frac{2\pi}{3}\,\Gamma\!\left(1-\frac3n\right)(\beta\lambda A)^{3/n}.$$

The length $a=(\beta\lambda A)^{1/n}$ is the distance at which the scaled pair energy equals $k_BT$. Weak coupling leaves a small avoided region of volume proportional to $a^3$, hence the fractional power of $\lambda$. Inside $r<a$ the Boltzmann factor is small, but the tail outside also contributes: the region $r<a$ supplies 78% of $c$ for $n=12$ and only 24% for $n=4$.

## (c) From one pair to the whole fluid

**Show that $\beta F_{ex}/N=\rho B_2+O\big((\rho B_2)^2\big)$ without assuming that a density series converges.**

Add a particle at $\mathbf r$ to $k$ others. With $a_i=1-e^{-\beta\lambda u(|\mathbf r-\mathbf r_i|)}$, which lies between 0 and 1,

$$\frac{Z_{k+1}}{VZ_k}=\left\langle\frac1V\int\prod_{i=1}^k(1-a_i)\,d^3r\right\rangle_k .$$

Two inequalities hold:

$$1-\sum_i a_i\;\le\;\prod_i(1-a_i)\;\le\;1-\sum_ia_i+\sum_{i<j}a_ia_j .$$

Both follow by induction. Multiply the product $P$ by a further factor $1-a$. For the lower bound, $P(1-a)=P-aP\ge P-a$, since $P\le1$. For the upper bound, insert the upper bound for $P$ and the lower bound for the $P$ in $-aP$; the new terms are $-a+a\sum_ia_i$, as required.

Let $c_V$ be the integral of part (b) restricted to the box, and $\theta=kc_V/V<1$. Each $a_i$ integrates to $c_V$, so the lower inequality gives

$$\frac{Z_{k+1}}{VZ_k}\ge1-\theta .$$

For the upper one we need the density of ordered pairs among the $k$ particles. Dropping the Boltzmann factors that involve two chosen particles can only increase the integral, so this density is at most $k(k-1)Z_{k-2}/Z_k$. Using the lower bound twice, $Z_k\ge V^2(1-\theta)^2Z_{k-2}$, and the pair density is at most $(k/V)^2/(1-\theta)^2$. Integrating $a_ia_j$ over both particles gives $c_V^2$, and a factor $\frac12$ counts each pair once:

$$\frac{Z_{k+1}}{VZ_k}\le1-\theta+\frac{\theta^2}{2(1-\theta)^2}.$$

Since $Z_0=1$, $\beta F_{ex}=-\sum_{k=0}^{N-1}\ln[Z_{k+1}/(VZ_k)]$. In a large box $c_V\to c$ and the sum becomes an integral over $\theta$ from 0 to $\eta=\rho c=2\rho B_2$. Each bound on the summand is $\theta+O(\theta^2)$, so

$$\frac{\beta F_{ex}}N=\frac1\eta\int_0^\eta\left[\theta+O(\theta^2)\right]d\theta=\frac\eta2+O(\eta^2)=\rho B_2+O\big((\rho B_2)^2\big).$$

At finite $N$ the sum of $kc/V$ over $k$ makes the leading term $(1-1/N)\rho B_2$. The constant in the $O(\eta^2)$ term does not depend on $N$, so the law holds in the thermodynamic limit. At any fixed density, small enough $\lambda$ makes the fluid effectively dilute.

## (d) The divergence and its integrability

**Find the integrand as $\lambda\to0$. For which $n$ is its power integrable, and what is the role of $n>3$?**

An asymptotic law cannot in general be differentiated, but concavity permits it here. Write $\varphi=F_{ex}/N\simeq C\lambda^\alpha$ with $\alpha=3/n$. Since the slope never increases, for $0<\delta<1$

$$\frac{\varphi((1+\delta)\lambda)-\varphi(\lambda)}{\delta\lambda}\le\frac{\langle U\rangle_\lambda}{N}\le\frac{\varphi(\lambda)-\varphi((1-\delta)\lambda)}{\delta\lambda}.$$

Divide by $C\lambda^{\alpha-1}$ and let $\lambda\to0$. The outer members tend to $[(1+\delta)^\alpha-1]/\delta$ and $[1-(1-\delta)^\alpha]/\delta$. Both tend to $\alpha$ as $\delta\to0$. Hence

$$\frac{\langle U\rangle_\lambda}{N}\simeq\frac3n\,\frac{\rho B_2(\lambda)}{\beta\lambda}=\frac{2\pi\rho\,k_BT}{n}\,\Gamma\!\left(1-\frac3n\right)(\beta A)^{3/n}\,\lambda^{3/n-1}.$$

A power is integrable at zero if its exponent exceeds $-1$, and $3/n-1>-1$ for every $n>0$. So $n>3$ is not the condition for integrability of this power. It makes the exponent negative, which produces the divergence, and it makes the pair integral converge at large distance.

To see the other cases, cut the pair energy off at a distance $R$ and consider $J=4\pi\int_0^Rr^{2-n}e^{-Kr^{-n}}dr$, which sets the integrand at pair level.

- For $n<3$, $J\to4\pi R^{3-n}/(3-n)$ as $\lambda\to0$. The integrand starts at a finite value.
- For $n=3$, the substitution $t=K/r^3$ gives $J=\frac{4\pi}3\int_{K/R^3}^\infty t^{-1}e^{-t}dt$. This grows as $-\frac{4\pi}{3}\ln\lambda$, which is integrable. Lowering $\lambda$ a hundredfold adds $\frac{4\pi}3\ln100=19.29$, in agreement with direct quadrature.

In both cases $J$ grows without limit with $R$, so a thermodynamic limit needs something more. Subtracting a uniform neutralising background replaces $e^{-Kr^{-n}}$ by $e^{-Kr^{-n}}-1$ in $J$. The integrand then falls as $r^{2-2n}$, so the pair integral converges for $3/2<n<3$. It does not converge for the Coulomb case $n=1$, nor for $n=3$, where the energy of a particle in that background is proportional to $\int dr/r$, which also diverges at short distance. A convergent pair integral does not restore the density series term by term. For $n=2$ it equals $2\pi\Gamma(-\frac12)K^{1/2}$, the formula of part (b) continued to $n<3$. But the function $e^{-Kr^{-2}}-1$ has a Fourier transform $\hat f$ proportional to $1/k$ at small $k$, so the three-particle integral of part (e) diverges logarithmically. The rings of all sizes must then be summed together. They combine into $\ln(1-\rho\hat f)$, and their sum is finite.

The opposite limit is a hard core. With $A=\epsilon\sigma^n$ and fixed $\lambda>0$, $B_2\to2\pi\sigma^3/3$ as $n\to\infty$, whatever the value of $\lambda$. In that limit the leading free energy appears in a jump at $\lambda=0$, which an integral over $\lambda>0$ cannot see. For finite $n$ the integral still recovers all of it, but from ever smaller $\lambda$: the range above $10^{-8}$ holds the fraction $1-10^{-24/n}$ of the pair term, which is 99% for $n=12$, 42% for $n=100$ and 5% for $n=1000$.

## (e) The next term

**How does the triplet contribution depend on $\lambda$?**

Measure lengths in units of $a$. Then $\beta\lambda U$ becomes a sum of pure inverse powers, and $\beta F_{ex}/N$ depends only on $x=\rho a^3=\rho(\beta\lambda A)^{3/n}$.

To find the second-order term, put $f_{ij}=e^{-\beta\lambda u(r_{ij})}-1$ and average over uniform positions. Let $p=\langle f_{12}\rangle=-2B_2/V$ and $\tau=\langle f_{12}f_{13}f_{23}\rangle$. Products without a closed loop factorise by translation symmetry, so for three particles

$$\frac{Z_3}{V^3}=(1+p)^3+\tau-p^3 .$$

The logarithm beyond the three pair terms $\ln(1+p)$ is $\ln[1+(\tau-p^3)/(1+p)^3]\simeq\tau-p^3$ for large $V$. Define $B_3$ by $\tau=-3B_3/V^2$. Summing over pairs and triplets,

$$\beta F_{ex}\simeq-\frac{N(N-1)}2\ln\!\left(1-\frac{2B_2}V\right)+\frac{N(N-1)(N-2)}6\left(\frac{3B_3}{V^2}-\frac{8B_2^3}{V^3}\right).$$

Connected groups of four particles carry $V^{-3}$ and enter per particle at order $x^3$. For large $N$,

$$\frac{\beta F_{ex}}N=\rho B_2+\frac{\rho^2B_3}{2}+O(x^3),\qquad \frac{\langle U\rangle_\lambda}N=\frac{3}{n\beta\lambda}\left(\rho B_2+\rho^2B_3+\dots\right).$$

Since $B_3\propto a^6$, the triplet part of the free energy goes as $\lambda^{6/n}$ and its integrand as $\lambda^{6/n-1}$. For $n>6$ this also diverges, so subtracting the leading singularity leaves a weaker one.

## (f) What a lower cutoff costs

**Take $n=12$, $A=\epsilon\sigma^{12}$, $\epsilon=1$ eV, $\sigma=2$ angstrom, $T=1000$ K and $\rho=0.005$ angstrom$^{-3}$. Find the free energy, and the part lost if integration starts at $\lambda_{min}$.**

These are round model parameters. With $k_BT=0.08617$ eV, at $\lambda=1$

$$a=2\,(1/0.08617)^{1/12}=2.453\ \text{angstrom},\qquad x=0.005\times2.453^3=0.0738 .$$

The coefficients are $B_2/a^3=2.5665$ and $B_3/a^6=3.791$, the latter from numerical integration. The two terms per particle are

$$k_BT\,\rho B_2=0.08617\times0.1895=0.01633\ \text{eV},$$

$$\tfrac12k_BT\rho^2B_3=\tfrac12\times0.08617\times3.791\times0.0738^2=0.00089\ \text{eV}.$$

Their sum is 0.0172 eV, or $6.33\times10^{-4}$ hartree. Four-particle and larger groups are left out. The leading omitted term is $\tfrac13k_BT\rho^3B_4$, where the fourth virial coefficient is $B_4\approx3.53\,a^9$. It adds about 0.00004 eV and raises the sum to 0.0173 eV, or $6.34\times10^{-4}$ hartree, so the last digit of the two-term value is not converged.

The integral from $\lambda_{min}$ to 1 equals $F_{ex}(1)-F_{ex}(\lambda_{min})$, so the loss is $F_{ex}(\lambda_{min})$, which falls only as $\lambda_{min}^{1/4}$. At $\lambda_{min}=10^{-4}$ it is 0.00164 eV, or 9.5% of the two-term total; at $10^{-8}$ it is still 0.95%. Keeping the loss to 0.001 eV per particle requires, from the pair term,

$$\lambda_{min}=\left(\frac{0.001}{0.016328}\right)^4=1.4\times10^{-5}.$$

Ten particles in a periodic box at the same density give an independent comparison. Uniform random configurations, 400,000 of them, were reweighted by $e^{-\beta\lambda U}$. At $\lambda=10^{-4}$ they give $\beta F_{ex}=0.1721\pm0.0006$, against 0.1716 from the finite-$N$ formula of part (e) and bounds of 0.1704 and 0.1726 from part (c).

At $\lambda=1$ the sample gives $1.819\pm0.003$ and the formula 1.806, a gap of more than four standard errors. Most of it comes from replacing the triplet logarithm by $\tau-p^3$. Here $p=-2\times2.5665\times0.0738/10=-0.038$, so the dropped factor $(1+p)^{-3}$ is 1.12. The triplet part is $1.8063+45\ln(1-0.0379)=0.068$, and the factor adds 0.008. The remaining gap of about 0.005 is under two standard errors of this sample, but part of it is real: the leading four-particle term, $\binom{10}{4}\,8B_4/V^3$, contributes about 0.002. The correction from the factor $(1+p)^{-3}$ tends to a constant as $N$ grows at fixed density, so it disappears per particle in a large system. The omitted four-particle terms are proportional to $N$ and do not.

A liquid metal such as aluminium has a density of roughly 0.05 angstrom$^{-3}$, ten times that used here. With the other parameters fixed, $2\rho B_2$ would be about 3.8 at $\lambda=1$. The two-term result would then be unjustified, and the bounds of part (c) would be defined only for $\lambda$ below $3.8^{-4}\approx0.005$. The lower bound on the free energy weakens sooner, because the upper inequality of part (c) exceeds the trivial bound 1 once $\theta>1/2$. At $\lambda=10^{-3}$, using the trivial bound beyond that point, it gives $\beta F_{ex}/N\ge0.11$, against a two-term value of 0.37. For the model potential the small-$\lambda$ law would remain, with a tenfold leading amplitude. Real atoms also depart from a single inverse power at close approach. At $\lambda=10^{-4}$ the relevant distance is $2.453\times10^{-4/12}=1.14$ angstrom, where the model pair energy is $k_BT/\lambda=862$ eV. Two aluminium atoms at that distance repel far less: the empirical Ziegler-Biersack-Littmark screened-Coulomb potential gives about 28 eV, and it lies below the model inside 1.8 angstrom, a distance that $a$ reaches at $\lambda\approx0.02$. This potential is fitted to close collisions and is only a rough guide near the crossing. A small-basis PBE calculation for the isolated triplet dimer gives about 31 eV at 1.14 angstrom but about 2 eV at 1.8 angstrom, roughly half the fitted value, so that pair is already below the model there. A core softer than $r^{-3}$ at short distance, such as this screened $1/r$ repulsion between nuclei, has a finite average over uniform positions, so the divergence of part (d) is cut off. The approach to the finite value is slow. With this core inside 1.8 angstrom the pair-level integrand still grows nearly fortyfold below $\lambda=0.02$, with local exponents of $-0.5$ at $10^{-3}$ and $-0.3$ at $10^{-4}$, and levels off only near $10^{-6}$. At liquid density the $\lambda^{-3/4}$ law needs $\lambda$ well below 0.005, so with such a core it has no range of validity. The softer core hardly changes $F_{ex}(1)$, provided that the core energy stays many times $k_BT$, because such pairs then have negligible weight at full coupling.

## (g) A variable that removes the difficulty

**Set $\lambda=s^m$. Which $m$ keeps the integrand finite, and which keeps its sampling variance finite?**

The chain rule and part (d) give

$$\frac{dF_{ex}}{ds}=ms^{m-1}\langle U\rangle_{s^m}\propto s^{m-1}\,s^{m(3/n-1)}=s^{3m/n-1}.$$

This is bounded at $s=0$ if $m\ge n/3$.

For the noise, use $\beta\,\mathrm{Var}(U)=-d\langle U\rangle/d\lambda$ from part (a). Differentiating the leading term of the density expansion,

$$\frac{\mathrm{Var}(U)}N\simeq\frac3n\left(1-\frac3n\right)\frac{\rho B_2}{\beta^2\lambda^2}\propto\lambda^{3/n-2}.$$

The quantity averaged at each $s$ is $ms^{m-1}U$, with variance

$$m^2s^{2m-2}\,\mathrm{Var}(U)\propto s^{2m-2}\,s^{m(3/n-2)}=s^{3m/n-2}.$$

This is bounded if $m\ge2n/3$, twice the power that suffices for the mean.

For $n=12$ the thresholds are $m=4$ and $m=8$. The ten-particle sample gives exponents $-0.747$ for the mean and $-1.746$ for the variance between $\lambda=10^{-6}$ and $10^{-4}$; the predictions are $-0.75$ and $-1.75$. With $m=4$ the variance of the estimator of $\beta\,dF_{ex}/ds$ rises from 52 to 162 as $\lambda$ falls from $10^{-4}$ to $10^{-6}$. With $m=8$ it stays near 21. The larger power has a price at the other end: at $\lambda=1$ the factor $m^2$ makes the variance four times that for $m=4$.

Quadrature error can be largely separated from noise by using one sample both for the integrand and for the free energy from the averaged Boltzmann factor. Relative to the latter, Gauss-Legendre integration in $\lambda$ is low by 23% with 8 points and by 12% with 32. A scaling argument accounts for the slow gain. The lowest node of a $q$-point rule lies at a distance proportional to $q^{-2}$ from the end, and the free energy below it is proportional to $(q^{-2})^{3/n}=q^{-1/2}$ for $n=12$. Four times as many points should therefore about halve the error. In the variable $s$, 8 points give errors below 0.04% in magnitude for both $m=4$ and $m=8$. These small residuals come from the roughness of a finite sample, and their size and sign change from one sample to another. On the smooth pair-plus-triplet free energy the same 8-point rule in $s$ is exact to rounding error for $m=4$ and $m=8$, where $3m/n$ is an integer and the integrand is smooth in $s$. For $m=5$ and $m=6$ the integrand is bounded but not smooth at $s=0$, and errors of 0.05% and 0.02% remain.

For this example, then, $m=4$ already cures the quadrature, while $m=8$ also bounds the variance at each point near the ideal gas. That variance comes from rare close pairs, whose probability is proportional to $N\rho a^3$, so short runs misjudge it. At the lowest node of the 8-point rule, more than half of the ten-particle runs of 1000 configurations show less than a tenth of the true variance. Whether that bound makes the integrated free energy less noisy depends on the rule. With Gauss-Legendre nodes it does not, because the nodes near $s=0$ carry small weights $w_i$. With 8 nodes and equal sampling at each, $\sum_i w_i^2\,\mathrm{Var}_i$ for $\beta F_{ex}$ of the ten particles, from the pair and triplet terms, is 2.8 for $m=4$ and 3.0 for $m=8$. With equally spaced midpoint nodes the larger power gains as the number of nodes grows: 64 nodes give 0.50 for $m=4$ and 0.33 for $m=8$.

## Computed results

```
Reduced second virial coefficient B2/a^3 and integrand exponent:
  n =  4: B2/a^3 = 7.5935, exponent = -0.2500
  n =  6: B2/a^3 = 3.7122, exponent = -0.5000
  n =  9: B2/a^3 = 2.8361, exponent = -0.6667
  n = 12: B2/a^3 = 2.5665, exponent = -0.7500
n=2, cutoff 1, lambda->0: pair integral = 12.5661 (reduced)
n=3, cutoff 1: rise for lambda 1e-6 -> 1e-8 = 19.2901 (reduced)
Example: n = 12, epsilon = 1.0 eV, sigma = 2.0 angstrom
T = 1000 K, k_B T = 0.08617 eV, rho = 0.005 angstrom^-3
Length a at lambda=1 = 2.4533 angstrom; x = rho a^3 = 0.07383
rho B2 at lambda=1 = 0.1895; B3/a^6 = 3.7910
Pair free energy per particle = 0.016328 eV
Triplet free energy per particle = 0.000890 eV
Sum per particle = 0.017218 eV = 6.3276e-04 hartree
  lambda=1e-02: <U>/N = 0.1335 eV, F_ex/N below = 0.005252 eV (30.50 %)
  lambda=1e-04: <U>/N = 4.127 eV, F_ex/N below = 0.001642 eV (9.53 %)
  lambda=1e-06: <U>/N = 129.5 eV, F_ex/N below = 0.000517 eV (3.00 %)
  lambda=1e-08: <U>/N = 4086 eV, F_ex/N below = 0.000163 eV (0.95 %)
lambda_min that loses 0.001 eV per particle (pair term) = 1.41e-05
Sampling: 10 particles, 400000 configurations, box 12.599 angstrom
  lambda=1e+00: beta F_ex = 1.8193 +- 0.0029 (clusters 1.8063)
    <U> = 0.041757 +- 0.00011 eV (clusters 0.040968 eV)
  lambda=1e-02: beta F_ex = 0.5505 +- 0.0012 (clusters 0.5498)
    <U> = 1.2101 +- 0.0031 eV (clusters 1.2066 eV)
  lambda=1e-04: beta F_ex = 0.1721 +- 0.0006 (clusters 0.1716)
    <U> = 37.384 +- 0.15 eV (clusters 37.194 eV)
  lambda=1e-06: beta F_ex = 0.0541 +- 0.0003 (clusters 0.0540)
    <U> = 1164.6 +- 7.7 eV (clusters 1166.3 eV)
  Bounds on beta F_ex, lambda=1e+00: 1.4397 to 1.9571
  Bounds on beta F_ex, lambda=1e-02: 0.5342 to 0.5610
  Bounds on beta F_ex, lambda=1e-04: 0.1704 to 0.1726
Sampled exponent of <U> = -0.7467; of Var(U) = -1.7456
  m=4: variance of beta dF/ds = 162.13 at lambda=1e-6, 52.33 at 1e-4
  m=8: variance of beta dF/ds = 20.51 at lambda=1e-6, 20.93 at 1e-4
Gauss-Legendre in lambda, 8 points: error = -23.19 %
Gauss-Legendre in lambda, 32 points: error = -11.81 %
Gauss-Legendre in s, m=4, 8 points: error = 0.031 %
Gauss-Legendre in s, m=8, 8 points: error = -0.037 %
```
